# Detailed Balance and the Grand-Canonical Distribution of a Finite Lattice Gas

## 1. The form fixed by dimensions and composition

A surface exchanges molecules with a gas at temperature $T$ and chemical potential $\mu$. Let $n$ denote a complete pattern of occupied and empty adsorption sites, $N(n)$ its number of molecules and $F(n)$ its free energy. Transferring molecules from the gas changes the combination

$$\Phi(n)=F(n)-\mu N(n). \tag{1}$$

A stationary probability has no unit. If all rates are multiplied by one factor, the clock changes but the stationary state does not, so the rates can enter only through ratios. Suppose that the ratio of two stationary probabilities depends only on the difference of $\Phi$ and on the thermal energy $k_BT$. Then

$$\frac{\pi(m)}{\pi(n)}=g\!\left(\frac{\Phi(m)-\Phi(n)}{k_BT}\right).$$

Comparing $n$ with $l$ directly, or through an intermediate pattern $m$, must give the same answer. Hence $g(x+y)=g(x)g(y)$. The continuous positive solutions for real arguments are $g(x)=e^{-cx}$, and the statistical definition of temperature sets $c=1$. With $\beta=1/k_BT$, the candidate is

$$\pi(n)=\frac{e^{-\beta\Phi(n)}}{\Xi},\qquad \Xi=\sum_n e^{-\beta\Phi(n)}. \tag{2}$$

This argument fixes the form but does not show that a given set of rates leaves (2) unchanged. That requires a condition on the rates.

## 2. Stationarity

Take $L$ sites, each empty or singly occupied, joined by any graph of hopping bonds. There are $2^L$ configurations, so $\Xi$ is a finite sum when every $F(n)$ is finite. The energy may contain any many-body interaction, and the edges may have any shape.

Let $W_{nm}$ be the rate from $n$ to a different configuration $m$ by one adsorption, desorption or hop. The rates depend on the present configuration and are constant in time. Probability gained minus probability lost gives the master equation

$$\frac{dP(n)}{dt}=\sum_{m\ne n}\left[P(m)W_{mn}-P(n)W_{nm}\right]. \tag{3}$$

The assumption of detailed balance is that each event and its reverse satisfy

$$\frac{W_{nm}}{W_{mn}}=e^{-\beta[\Phi(m)-\Phi(n)]}. \tag{4}$$

If neither event is allowed, both rates are zero and no condition is needed. Multiplying (4) by $\pi(n)W_{mn}$ and inserting (2) gives

$$\pi(n)W_{nm}=\frac{e^{-\beta\Phi(n)}}{\Xi}\,e^{-\beta\Phi(m)+\beta\Phi(n)}\,W_{mn}=\pi(m)W_{mn}. \tag{5}$$

Every bracket in (3) therefore vanishes separately when $P=\pi$, and $\pi$ is stationary. The geometry of the lattice was not used.

For adsorption $N(m)-N(n)=1$, and for desorption it is $-1$; $\mu$ enters both. For a hop the difference is zero, so

$$\frac{W_{nm}}{W_{mn}}=e^{-\beta[F(m)-F(n)]}\qquad\text{(hop)}. \tag{6}$$

Diffusion needs no information about the gas.

## 3. Rates for exchange with an ideal gas

For $M$ ideal-gas molecules of mass $m_g$ in volume $V$, the translational partition function is $(V/\Lambda^3)^M/M!$, with

$$\Lambda=\frac{h}{\sqrt{2\pi m_gk_BT}}.$$

Stirling's formula gives the Helmholtz free energy $k_BT\,[M\ln(M\Lambda^3/V)-M]$. Its derivative with respect to $M$ is $k_BT\ln(M\Lambda^3/V)$, because the derivative of the logarithm contributes $+1$ and cancels the $-1$. With $M/V=p/k_BT$,

$$\mu=k_BT\ln\frac{p\Lambda^3}{k_BT}. \tag{7}$$

The energy zero is a molecule at rest far from the surface, in its internal ground state. Internal motions are taken as unchanged by adsorption, so their common factor is omitted on both sides. This is a simplification for polyatomic molecules. If free rotation in the gas becomes libration on the surface, the desorption rate derived below is multiplied by the ratio of the rotational to the librational partition function. For a molecule of about 100 u at 500 K this ratio can be tens to thousands.

The number of molecules striking unit area per unit time is the density times the mean inward velocity:

$$\frac{p}{k_BT}\int_0^\infty v\sqrt{\frac{m_g}{2\pi k_BT}}\,e^{-m_gv^2/2k_BT}dv
=\frac{p}{k_BT}\sqrt{\frac{m_g}{2\pi k_BT}}\,\frac{k_BT}{m_g}
=\frac{p}{\sqrt{2\pi m_gk_BT}}.$$

If every molecule that strikes an empty site of area $A$ sticks, the adsorption rate is

$$k_a=\frac{pA}{\sqrt{2\pi m_gk_BT}}=\frac{pA\Lambda}{h}. \tag{8}$$

An adsorbed molecule exchanges its three translations for three vibrations. Let $U(n)$ be the lattice energy, with vibrational zero-point energy included. For three equal harmonic frequencies $\nu$, the partition function measured from the ground level is

$$q=\left(\sum_{j=0}^\infty e^{-\beta jh\nu}\right)^3=\left(1-e^{-\beta h\nu}\right)^{-3},\qquad F(n)=U(n)-N(n)k_BT\ln q. \tag{9}$$

Now let $m$ be $n$ with one more molecule, and write $\Delta U=U(m)-U(n)$, which is negative for binding. Condition (4) gives the desorption rate

$$k_d=k_a e^{\beta[F(m)-F(n)-\mu]}=k_a\,\frac{e^{\beta\Delta U}}{q}\,\frac{k_BT}{p\Lambda^3}.$$

Here (9) supplied $e^{-\ln q}=1/q$, and (7) supplied $e^{-\beta\mu}=k_BT/(p\Lambda^3)$. Inserting (8),

$$k_d=\frac{k_BT}{h}\frac{A}{\Lambda^2}\frac{1}{q}\,e^{\beta\Delta U}. \tag{10}$$

The pressure has cancelled: a bound molecule leaves at a rate set by its own surroundings. With the adsorption rate (8), which is the same for every empty site, repulsive neighbours make $\Delta U$ less negative and speed up desorption. Condition (4) itself fixes only the ratio $k_d/k_a$. A sticking probability below one is allowed, even if it depends on the neighbours, provided that the same factor multiplies both members of the pair. If neighbours lower the sticking probability strongly enough, desorption next to them is slower in spite of the repulsion.

For hops, one suitable rule is

$$W_{nm}=\nu\exp\{-\beta[B+\tfrac12(U(m)-U(n))]\}. \tag{11}$$

In the reverse rate the energy difference changes sign. The common barrier $B$ cancels in the ratio, while the two halves add to $U(m)-U(n)$. Since $N$ and the site value of $q$ are unchanged, this difference equals $F(m)-F(n)$, and (6) holds. If $q$ differed between sites, $F$ would have to replace $U$ in (11).

**The limit without interactions.** If each molecule has the same binding energy and no neighbour matters, $\pi$ factorizes into independent sites. The two weights of a site are $1$ and $k_a/k_d$, so its coverage is

$$\theta=\frac{k_a}{k_a+k_d}. \tag{12}$$

This is the Langmuir isotherm. It is linear in $p$ when $k_a\ll k_d$ and saturates when $k_a\gg k_d$.

## 4. Uniqueness and approach to equilibrium

Stationarity does not imply that every initial state ends in $\pi$. To decide this, write $P(n)=\pi(n)f(n)$ and define $K_{nm}=\pi(n)W_{nm}$ for $n\ne m$, which is symmetric by (5). Multiplying (3) by $f(n)$ and summing,

$$\sum_n f(n)\frac{dP(n)}{dt}=\sum_{n\ne m}K_{nm}f(n)[f(m)-f(n)].$$

Exchanging the names $n$ and $m$ gives the same sum with $f(m)[f(n)-f(m)]$. The average of the two forms is

$$\sum_n f(n)\frac{dP(n)}{dt}=-\frac12\sum_{n\ne m}K_{nm}[f(n)-f(m)]^2. \tag{13}$$

For a stationary $P$ the left side is zero. No term on the right can then be nonzero, so $f$ is constant on each set of configurations connected by allowed events. If all configurations are connected, normalization gives $f=1$, and $\pi$ is the unique stationary distribution.

A connected hopping graph with reversible gas exchange at one site is sufficient. Take the molecule nearest to the exchange site. The shortest path between them is empty, so the molecule can hop there and desorb. Repetition empties the lattice, and the reversed events rebuild any configuration.

With hops alone, $N$ is conserved. On a connected graph all patterns of equal $N$ are connected. To see this, choose a spanning tree and give one end site its target occupation by bringing up the nearest molecule, or the nearest vacancy. Then remove that site and repeat on the smaller tree. The values $N=0,\ldots,L$ give $L+1$ classes, and the weight of each class is set by the initial state.

To obtain the relaxation times, set $W_{nn}=-\sum_{m\ne n}W_{nm}$ and $y(n)=P(n)/\sqrt{\pi(n)}$. Equation (3) becomes

$$\frac{dy(m)}{dt}=\sum_n y(n)S_{nm},\qquad S_{nm}=\sqrt{\frac{\pi(n)}{\pi(m)}}\,W_{nm}. \tag{14}$$

Off the diagonal $S_{nm}=K_{nm}/\sqrt{\pi(n)\pi(m)}$, so $S$ is symmetric. Its eigenvalues are real, and by (13) none is positive. With one connected class there is a single zero eigenvalue; all other modes decay exponentially, and $P$ converges to $\pi$. The slowest has decay time $\tau=1/|\lambda_1|$, where $\lambda_1$ is the nonzero eigenvalue closest to zero.

The approach also has a thermodynamic measure,

$$D=\sum_nP(n)\ln\frac{P(n)}{\pi(n)}. \tag{15}$$

Inserting $\ln\pi=-\beta\Phi-\ln\Xi$ gives

$$k_BTD=\sum_nP(n)[\Phi(n)+k_BT\ln P(n)]+k_BT\ln\Xi.$$

Thus $k_BTD$ is the grand potential of $P$ above its equilibrium value $-k_BT\ln\Xi$.

Let $J_{nm}=P(n)W_{nm}-P(m)W_{mn}$, so that $dP(n)/dt=-\sum_mJ_{nm}$. Differentiating (15) produces an extra term $\sum_n dP(n)/dt=0$. For connected configurations all $P(n)$ are positive at $t>0$, and antisymmetry of $J$ gives

$$\frac{dD}{dt}=-\frac12\sum_{n\ne m}J_{nm}\left[\ln\frac{P(n)}{\pi(n)}-\ln\frac{P(m)}{\pi(m)}\right]
=-\frac12\sum_{n\ne m}J_{nm}\ln\frac{P(n)W_{nm}}{P(m)W_{mn}}\le0. \tag{16}$$

The last sums run over allowed pairs, and the second form uses (5). Each term has the form $(a-b)\ln(a/b)$, which is not negative.

## 5. A six-site surface

Consider two rows of three sites, numbered 0, 1, 2 and 3, 4, 5, with open edges. Hops and a repulsion of $1.0\times10^{-20}$ J act between nearest neighbours. The binding energy is $-1.80\times10^{-19}$ J, and corner site 0 binds more strongly by $1.0\times10^{-20}$ J. These are model parameters, as are the molecular mass 100 u, $T=500$ K, $p=1$ Pa, $A=2.0\times10^{-19}$ m$^2$, $\nu=10^{12}$ s$^{-1}$ and $B=1.3\times10^{-19}$ J.

They give $k_BT=6.903\times10^{-21}$ J, $\Lambda=7.808\times10^{-12}$ m, $q=1304$ and $\mu=-2.092\times10^{-19}$ J. The adsorption rate is $k_a=2357$ s$^{-1}$, and the prefactor in (10) is $2.62\times10^{13}$ s$^{-1}$.

**One exchange pair.** Start with sites 1 and 3 filled and add a molecule at site 4, which has both as neighbours. Then

$$\Delta U=(-18.0+2\times1.0)\times10^{-20}\ \mathrm J=-1.60\times10^{-19}\ \mathrm J,$$

$$k_d=2.62\times10^{13}\,e^{-23.18}\ \mathrm{s^{-1}}\approx2252\ \mathrm{s^{-1}}.$$

The initial and final probabilities are $1.0038\times10^{-3}$ and $1.0506\times10^{-3}$. The opposite fluxes are therefore

$$1.0038\times10^{-3}\times2357=1.0506\times10^{-3}\times2252=2.366\ \mathrm{s^{-1}}.$$

**One hop pair.** From the same start, moving the molecule from site 3 to site 4 creates one repulsive contact, so $\Delta U=+1.0\times10^{-20}$ J. The forward exponent is $-(13.0+0.5)\times10^{-20}/(6.903\times10^{-21})=-19.56$, and the rate is 3213 s$^{-1}$. The reverse rate is 13679 s$^{-1}$. The final state has probability $2.358\times10^{-4}$, and both fluxes are 3.225 s$^{-1}$. Of these two hop rates, the one out of the less probable state is the larger.

**Coverage.** The master equation was solved with rates (8), (10) and (11), which contain no $\mu$. Its stationary coverage agrees with (2) to the six printed decimals: 0.419, 0.669 and 0.887 at 0.1, 1 and 10 Pa.

For an ordinary site without neighbours, (10) gives $k_d=2.62\times10^{13}e^{-26.07}\approx124$ s$^{-1}$. Equation (12) then gives $2357/(2357+124)=0.95$ at 1 Pa. The corner site would be fuller still, so the reduction to 0.669 is due to repulsion.

The theorem was also tested on 30 random five-site graphs with arbitrary many-body energies and one exchange site. The largest distance $\frac12\sum_n|P(n)-\pi(n)|$ was $1.9\times10^{-14}$. For the six-site surface, the count of zero eigenvalues was seven with hops alone and one with gas exchange, as Section 4 requires.

**Relaxation.** Start from the empty surface. Since $\Phi=0$ there, $D(0)=\ln\Xi=12.79$. Hops conserve $N$, so while desorption is negligible $d\theta/dt=k_a(1-\theta)$ and $\theta=1-e^{-k_at}$. At 0.1 ms this gives 0.210; the full solution is 0.208, lower because some molecules have desorbed.

At 0.5 and 1 ms the coverage is 0.5985 and 0.6646. Its distance from equilibrium falls by a factor of 17. The slowest mode, with $\tau=0.166$ ms, would by itself give $e^{0.5/0.166}\approx20$. The smaller factor shows that at least one faster mode contributes with the opposite sign; contributions of equal sign would decay by at least the slowest-mode factor. Meanwhile $D$ falls from 0.174 to $5.8\times10^{-4}$. At 0.2 ms, a finite difference and (16) both give $dD/dt=-2.222\times10^4$ s$^{-1}$.

## 6. Where the condition matters

**Hops that ignore energy.** Replace (11) by one constant rate, $\nu e^{-\beta B}=6630$ s$^{-1}$, and keep the exchange rates. Consider the cycle

$$\{1\}\to\{1,3\}\to\{1,4\}\to\{1\},$$

made of adsorption at 3, a hop to 4 and desorption from 4. If any positive distribution balanced all pairs, multiplying its three balance equations would make the products of forward and reverse rates equal. Here their ratio is

$$\frac{k_a\,k_d(4)}{k_d(3)\,k_a}=e^{\beta(1.0\times10^{-20}\,\mathrm J)}=4.26,$$

since the molecule at 4 has one repulsive neighbour and that at 3 has none. No distribution can balance these rates pair by pair. The computed stationary state has a largest net probability flux of 181 s$^{-1}$. Its coverage is 0.629 instead of 0.669, but its distance from $\pi$ is 0.37. These values depend on how fast hops are compared with exchange: the distance is 0.12 for $B=1.5\times10^{-19}$ J and approaches 0.44 when hops are much faster. The mean coverage alone therefore conceals most of the error in the distribution.

**Stationarity without detailed balance.** Condition (4) is sufficient, not necessary. Let non-interacting molecules on a ring of four sites adsorb at 1000 s$^{-1}$, desorb at 500 s$^{-1}$ and hop clockwise only at $r=1000$ s$^{-1}$. Exchange alone balances the weights $(1000/500)^N$.

Under hopping, the exits from a pattern are its occupied sites followed by an empty one. The entrances are its empty sites followed by an occupied one. Around a ring these numbers are equal, and patterns of equal $N$ have equal weight, so the product distribution remains stationary. Its coverage is $2/3$, yet it carries a current $r\theta(1-\theta)=222$ s$^{-1}$ through each bond. A correct coverage does not prove equilibrium.

**Averages in rejection-free Monte Carlo.** Such a simulation chooses the next event with probability $W_{nm}/k(n)$, where $k(n)=\sum_{m\ne n}W_{nm}$ is the escape rate. The distribution over visits is

$$e(n)=\frac{\pi(n)k(n)}{\langle k\rangle},\qquad \langle k\rangle=\sum_n\pi(n)k(n). \tag{17}$$

To verify this, sum over the preceding states. The factor $k(n)$ cancels, and (5) gives

$$\sum_{n\ne m}e(n)\frac{W_{nm}}{k(n)}=\frac{1}{\langle k\rangle}\sum_{n\ne m}\pi(m)W_{mn}=e(m).$$

The mean residence time $1/k(n)$ restores $\pi$, so grand-canonical averages must be weighted by time. With $\theta(n)=N(n)/L$, counting each event once shifts the mean coverage by

$$\frac{\langle\theta k\rangle}{\langle k\rangle}-\langle\theta\rangle=\frac{\langle\theta k\rangle-\langle\theta\rangle\langle k\rangle}{\langle k\rangle}. \tag{18}$$

On the six-site surface the predicted values are 0.6687 with time weighting and 0.6585 without it. A run of 400000 events gives $0.6693\pm0.0007$ and $0.6591\pm0.0006$, where the uncertainties are standard errors. By (18), the negative shift means that coverage and escape rate have a negative covariance at this pressure. The mean escape rate is largest at $N=3$ and lower at $N=4$ to $6$, so the sign of the shift is not general.

**Deposition and etching.** The theorem covers reversible adsorption at fixed $T$ and $p$. A ligand-exchange or etching reaction whose product is pumped away has a forward rate but no reverse rate, so no finite free-energy difference satisfies (4). In an ideal purge $p=0$ and $\mu\to-\infty$; molecules only leave, and with desorption possible from every site the lattice ends empty. During a pressure pulse $\pi$ itself changes with time, and stationarity at fixed pressure does not show that the surface follows it.

The full numerical output follows this text.

## Table of computed values

```
temperature 500 K, mass 100 u = 1.6605e-25 kg
site area 2.00e-19 m^2, pressure 1.0 Pa
binding energy -1.80e-19 J, extra at corner site 0 -1.00e-20 J
neighbour repulsion 1.00e-20 J, hop barrier B 1.30e-19 J
vibration and hop attempt frequency 1.0e+12 1/s
kB T = 6.9032e-21 J, thermal wavelength = 7.8076e-12 m
vibrational partition function q = 1304.43
gas chemical potential = -2.0921e-19 J
adsorption rate per empty site = 2356.62 1/s
desorption prefactor = 2.6205e+13 1/s
p =  0.1 Pa: coverage master eq. 0.419377, Boltzmann 0.419377
p =  1.0 Pa: coverage master eq. 0.668708, Boltzmann 0.668708
p = 10.0 Pa: coverage master eq. 0.887104, Boltzmann 0.887104
start: sites 1,3 filled; event: adsorption on site 4
  energy change U(end)-U(start) = -1.6000e-19 J
  probabilities start 1.003833e-03, end 1.050597e-03
  rates forward 2356.6163, backward 2251.7203 1/s
  fluxes forward 2.365650, backward 2.365650 1/s
start: sites 1,3 filled; event: hop from site 3 to 4
  energy change U(end)-U(start) = 1.0000e-20 J
  probabilities start 1.003833e-03, end 2.358008e-04
  rates forward 3213.1297, backward 13678.6955 1/s
  fluxes forward 3.225447, backward 3.225447 1/s
30 random 5-site lattices: largest distance 1.9e-14
zero modes: hops only 7, one exchange site 1, all exchange 1
slowest relaxation time = 1.6631e-04 s
t = 0 s: coverage 0 by choice, D = 12.789370
t = 1e-04 s: coverage 0.207818, D = 5.9644e+00
t = 2e-04 s: coverage 0.364254, D = 2.7389e+00
t = 5e-04 s: coverage 0.598466, D = 1.7416e-01
t = 1e-03 s: coverage 0.664574, D = 5.7945e-04
dD/dt at 2e-04 s: difference -22216.7761, flux formula -22216.7744 1/s
energy-blind hop rate = 6629.59 1/s
energy-blind hops: coverage 0.628509, distance from pi 0.367938
  largest net probability flux = 181.0551 1/s
4-site ring: adsorption 1000, desorption 500, one-way hop 1000 1/s
  coverage 0.666667, particle current 222.2222 1/s
Monte Carlo: 400000 events after 10000 discarded
time-weighted coverage: simulated 0.66934 +/- 0.00066, predicted 0.66871
event-weighted coverage: simulated 0.65912 +/- 0.00062, predicted 0.65853
```
